# In-Plane and Normal Conductivity Change from a 50 meV Valley Splitting: a numerical check

```python
"""Conductivity change of a six-valley semiconductor under biaxial strain.

Result under test (nondegenerate electrons, fixed density, fixed tau(energy)):
  in-plane change / sigma0 = (1-r)/(2+r) * (1-exp(-x))/(1+2*exp(-x))
  normal change / sigma0   = -2 * in-plane change / sigma0
r = m_t/m_l (transverse / longitudinal mass), x = splitting/(k_B T),
splitting = energy of the four in-plane valleys minus that of the normal pair.
Each valley is an ellipsoid; tau depends on kinetic energy above its minimum.
The k-space sums use energies in k_B T and masses in electron masses.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# Chosen model parameters
m_l, m_t = 0.9, 0.2
temperature = 300.0          # K
splitting_meV = 50.0
tau_ps = 0.2
density_example = 1e17       # cm^-3

kT_meV = const.k * temperature / const.e * 1e3
x_split = splitting_meV / kT_meV
r_mass = m_t / m_l


def pair_fraction(x):
    return 1 / (1 + 2 * np.exp(-x))


def change_from_fraction(fraction):
    return 1.5 * (1 - r_mass) / (2 + r_mass) * (fraction - 1 / 3)


def change_closed(x):
    return (1 - r_mass) / (2 + r_mass) * (1 - np.exp(-x)) / (1 + 2 * np.exp(-x))


# Direct k-space evaluation of densities and of the conductivity tensor
k_line = np.linspace(-8.0, 8.0, 107)
k_step = k_line[1] - k_line[0]
k_axes = [k_line[:, None, None], k_line[None, :, None], k_line[None, None, :]]
dos_norm = k_step**3 / ((2 * np.pi) ** 1.5 * np.sqrt(m_l * m_t**2))


def k_space_transport(eta, x, tau, fermi):
    """Valley densities by long axis (x, y, z) and diagonal conductivities."""
    densities = np.zeros(3)
    sigma = np.zeros(3)
    for long_axis in range(3):
        masses = [m_t, m_t, m_t]
        masses[long_axis] = m_l
        offset = 0.0 if long_axis == 2 else x
        kinetic = sum(k**2 / (2 * m) for k, m in zip(k_axes, masses))
        if fermi:
            occupation = expit(eta - offset - kinetic)
            weight = occupation * (1 - occupation)
        else:
            occupation = np.exp(eta - offset - kinetic)
            weight = occupation
        densities[long_axis] = occupation.sum() * dos_norm
        weight = weight * tau(kinetic)
        for i in range(3):
            velocity = k_axes[i] / masses[i]
            sigma[i] += (weight * velocity**2).sum() * dos_norm
    return densities, sigma


def tau_constant(energy):
    return 1.0


def tau_falling(energy):
    return 1 / (1 + energy)


# Nondegenerate case: both signs of splitting, two scattering laws
inverse_mass_0 = (2 / m_t + 1 / m_l) / 3
for tau in (tau_constant, tau_falling):
    dens0, sig0 = k_space_transport(0.0, 0.0, tau, False)
    per_electron_0 = sig0 / dens0.sum()
    # average tau from a one-dimensional energy integral
    top = quad(lambda e: e**1.5 * tau(e) * np.exp(-e), 0, 60)[0]
    bottom = quad(lambda e: e**0.5 * np.exp(-e), 0, 60)[0]
    tau_mean = 2 / 3 * top / bottom
    assert np.allclose(per_electron_0, tau_mean * inverse_mass_0, rtol=1e-6)
    for x in (x_split, -x_split):
        dens, sig = k_space_transport(0.0, x, tau, False)
        change = sig / dens.sum() / per_electron_0 - 1
        assert abs(dens[2] / dens.sum() - pair_fraction(x)) < 1e-8
        assert np.allclose(change[:2], change_closed(x), atol=1e-7)
        assert abs(change[2] + 2 * change_closed(x)) < 1e-7

# Symbolic limits, starting from the valley sums of inverse masses
X, ML, MT = sp.symbols("X ML MT", positive=True)
frac = 1 / (1 + 2 * sp.exp(-X))
in_plane = frac / MT + (1 - frac) * (1 / MT + 1 / ML) / 2
relative = in_plane / ((2 / MT + 1 / ML) / 3) - 1
prefactor = (1 - MT / ML) / (2 + MT / ML)
slope = sp.diff(relative, X).subs(X, 0)
curvature = sp.diff(relative, X, 2).subs(X, 0) / 2
assert sp.simplify(slope - prefactor / 3) == 0
assert sp.simplify(curvature - prefactor / 18) == 0
gain_limit = (1 - r_mass) / (2 + r_mass)
relative_number = sp.lambdify((X, ML, MT), relative, "numpy")
assert abs(relative_number(60.0, m_l, m_t) - gain_limit) < 1e-12
assert abs(relative_number(-60.0, m_l, m_t) + gain_limit / 2) < 1e-12


# Fermi-Dirac statistics at fixed density
def fermi_half(eta):
    upper = np.sqrt(max(eta, 0.0) + 40.0)
    value = quad(lambda t: 2 * t * t * expit(eta - t * t), 0, upper,
                 epsabs=0, epsrel=1e-10, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


mass_dos = (m_l * m_t**2) ** (1 / 3)
Nc = 12 * (mass_dos * const.m_e * const.k * temperature
           / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6   # cm^-3, six valleys


def solve_eta(density, x):
    def mismatch(eta):
        filled = (fermi_half(eta) + 2 * fermi_half(eta - x)) / 3
        return np.log(filled * Nc / density)
    return brentq(mismatch, -20, 20, xtol=1e-11)


density_list = [1e17, 1e19, 1e20]
fermi_rows = []
for density in density_list:
    eta = solve_eta(density, x_split)
    pair = fermi_half(eta)
    fraction = pair / (pair + 2 * fermi_half(eta - x_split))
    fermi_rows.append((density, fraction, change_from_fraction(fraction)))
fermi_changes = [row[2] for row in fermi_rows]
assert abs(fermi_changes[0] - change_closed(x_split)) < 1e-3
assert fermi_changes[0] > fermi_changes[1] > fermi_changes[2] > 0

eta_0 = solve_eta(density_list[-1], 0.0)
eta_s = solve_eta(density_list[-1], x_split)
degenerate = {}
for tau in (tau_constant, tau_falling):
    dens0, sig0 = k_space_transport(eta_0, 0.0, tau, True)
    dens, sig = k_space_transport(eta_s, x_split, tau, True)
    assert abs(dens.sum() / dens0.sum() - 1) < 1e-6
    assert abs(dens.sum() / 3 * Nc / density_list[-1] - 1) < 1e-6
    degenerate[tau.__name__] = sig[0] / sig0[0] - 1
assert abs(degenerate["tau_constant"] - fermi_changes[-1]) < 1e-6
# energy-dependent tau: populations alone no longer fix the answer
assert degenerate["tau_falling"] < fermi_changes[-1] - 0.002

# Absolute conductivity of the example, in S/cm
m_cond = 1 / inverse_mass_0
sigma_0 = (density_example * 1e6 * const.e**2 * tau_ps * 1e-12
           / (m_cond * const.m_e)) / 100

print(f"longitudinal mass: {m_l:.2f} m_e")
print(f"transverse mass: {m_t:.2f} m_e")
print(f"mass ratio r = m_t/m_l: {r_mass:.4f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy k_B T: {kT_meV:.3f} meV")
print(f"splitting magnitude: {splitting_meV:.0f} meV")
print(f"reduced splitting x: {x_split:.4f}")
print(f"Boltzmann factor exp(-x): {np.exp(-x_split):.4f}")
print(f"Boltzmann factor exp(+x): {np.exp(x_split):.4f}")
print(f"unstrained conductivity mass: {m_cond:.4f} m_e")
print(f"prefactor (1-r)/(2+r): {gain_limit:.4f}")
for label, x in (("pair lowered", x_split), ("pair raised", -x_split)):
    f_pair = pair_fraction(x)
    in_plane_mass = 1 / (f_pair / m_t + (1 - f_pair) * (1 / m_t + 1 / m_l) / 2)
    normal_mass = 1 / (f_pair / m_l + (1 - f_pair) / m_t)
    d = change_closed(x)
    print(f"{label}: fraction in normal pair: {f_pair:.4f}")
    print(f"{label}: fraction in quartet: {1 - f_pair:.4f}")
    print(f"{label}: in-plane conductivity mass: {in_plane_mass:.4f} m_e")
    print(f"{label}: normal conductivity mass: {normal_mass:.4f} m_e")
    print(f"{label}: in-plane change: {100 * d:+.2f} %")
    print(f"{label}: normal change: {-200 * d:+.2f} %")
    print(f"{label}: in-plane sigma: {sigma_0 * (1 + d):.2f} S/cm")
    print(f"{label}: normal sigma: {sigma_0 * (1 - 2 * d):.2f} S/cm")
print(f"linear estimate, in-plane: +/-{100 * gain_limit * x_split / 3:.2f} %")
print(f"in-plane limit, pair far below: {100 * gain_limit:+.2f} %")
print(f"in-plane limit, pair far above: {-50 * gain_limit:+.2f} %")
print(f"scattering time: {tau_ps:.1f} ps")
print(f"electron density of example: {density_example:.1e} cm^-3")
print(f"unstrained sigma: {sigma_0:.2f} S/cm")
print(f"six-valley effective density of states: {Nc:.3e} cm^-3")
print("Fermi-Dirac, pair lowered, constant tau:")
for density, fraction, change in fermi_rows:
    print(f"  n = {density:.0e} cm^-3: pair fraction {fraction:.4f}, "
          f"in-plane change {100 * change:+.2f} %")
print(f"same at n = {density_list[-1]:.0e} cm^-3, tau ~ 1/(1+energy/k_B T): "
      f"{100 * degenerate['tau_falling']:+.2f} %")
print("every check passed")
```

It prints:

```
longitudinal mass: 0.90 m_e
transverse mass: 0.20 m_e
mass ratio r = m_t/m_l: 0.2222
temperature: 300 K
thermal energy k_B T: 25.852 meV
splitting magnitude: 50 meV
reduced splitting x: 1.9341
Boltzmann factor exp(-x): 0.1446
Boltzmann factor exp(+x): 6.9177
unstrained conductivity mass: 0.2700 m_e
prefactor (1-r)/(2+r): 0.3500
pair lowered: fraction in normal pair: 0.7757
pair lowered: fraction in quartet: 0.2243
pair lowered: in-plane conductivity mass: 0.2191 m_e
pair lowered: normal conductivity mass: 0.5042 m_e
pair lowered: in-plane change: +23.23 %
pair lowered: normal change: -46.45 %
pair lowered: in-plane sigma: 25.72 S/cm
pair lowered: normal sigma: 11.18 S/cm
pair raised: fraction in normal pair: 0.0674
pair raised: fraction in quartet: 0.9326
pair raised: in-plane conductivity mass: 0.3138 m_e
pair raised: normal conductivity mass: 0.2111 m_e
pair raised: in-plane change: -13.96 %
pair raised: normal change: +27.92 %
pair raised: in-plane sigma: 17.96 S/cm
pair raised: normal sigma: 26.70 S/cm
linear estimate, in-plane: +/-22.56 %
in-plane limit, pair far below: +35.00 %
in-plane limit, pair far above: -17.50 %
scattering time: 0.2 ps
electron density of example: 1.0e+17 cm^-3
unstrained sigma: 20.87 S/cm
six-valley effective density of states: 2.857e+19 cm^-3
Fermi-Dirac, pair lowered, constant tau:
  n = 1e+17 cm^-3: pair fraction 0.7753, in-plane change +23.20 %
  n = 1e+19 cm^-3: pair fraction 0.7350, in-plane change +21.09 %
  n = 1e+20 cm^-3: pair fraction 0.5443, in-plane change +11.08 %
same at n = 1e+20 cm^-3, tau ~ 1/(1+energy/k_B T): +3.22 %
every check passed
```
